# Bloch roots and two-channel window of a next-nearest-neighbour chain: test program

```python
"""Chain with on-site energy e0, nearest hopping t1, next-nearest hopping t2.
Result under test: the four Bloch factors lam per site follow from
x = lam + 1/lam = (-t1 +- sqrt(D))/(2 t2), D = t1^2 + 4 t2 (E - e0 + 2 t2);
a doubled (two-site) layer has the factors lam^2; two right-moving channels
coexist only if |t1| < 4|t2| and E lies between
E_v = e0 - 2 t2 - t1^2/(4 t2) and E_i = e0 + 2 t2 - 2 sgn(t2)|t1|.
Energies in eV, lengths in cm, theta = k a is the phase per site."""
import numpy as np
import sympy as sp
from scipy import constants

HBAR = constants.hbar / constants.e  # eV s


def x_values(E, e0, t1, t2):
    D = t1**2 + 4 * t2 * (E - e0 + 2 * t2)
    s = np.sqrt(complex(D))
    return D, np.array([(-t1 + s) / (2 * t2), (-t1 - s) / (2 * t2)])


def closed_roots(E, e0, t1, t2):
    roots = []
    for x in x_values(E, e0, t1, t2)[1]:
        s = np.sqrt(x * x / 4 - 1)
        roots += [x / 2 + s, x / 2 - s]
    return np.array(roots)


def quartic_roots(E, e0, t1, t2):
    return np.roots([t2, t1, e0 - E, t1, t2])


def set_distance(a, b):
    d = np.abs(np.asarray(a)[:, None] - np.asarray(b)[None, :])
    return max(d.min(axis=0).max(), d.min(axis=1).max())


def band(theta, e0, t1, t2):
    return e0 + 2 * t1 * np.cos(theta) + 2 * t2 * np.cos(2 * theta)


def slope(theta, e0, t1, t2, h=1e-5):
    return (band(theta + h, e0, t1, t2) - band(theta - h, e0, t1, t2)) / (2 * h)


def layer_blocks(e0, t1, t2):
    H00 = np.array([[e0, t1], [t1, e0]], dtype=complex)
    H01 = np.array([[t2, 0], [t1, t2]], dtype=complex)
    return H00, H01


def layer_modes(E, e0, t1, t2):
    """Layer factors and the site ratio of each layer eigenvector."""
    H00, H01 = layer_blocks(e0, t1, t2)
    inv = np.linalg.inv(H01)
    T = np.block([[inv @ (E * np.eye(2) - H00), -inv @ H01.conj().T],
                  [np.eye(2), np.zeros((2, 2))]])
    factors, vectors = np.linalg.eig(T)
    return factors, vectors[1] / vectors[0], vectors[:2]


def edges(e0, t1, t2):
    s = np.sign(t2)
    return (e0 - 2 * t2 - t1**2 / (4 * t2),
            e0 + 2 * t2 - 2 * s * abs(t1),
            e0 + 2 * t2 + 2 * s * abs(t1))


def channels_predicted(E, e0, t1, t2):
    Ev, Ei, Eo = edges(e0, t1, t2)
    if abs(t1) < 4 * abs(t2) and min(Ev, Ei) < E < max(Ev, Ei):
        return 2
    return 1 if min(Ei, Eo) < E < max(Ei, Eo) else 0


def surface_green(z, H00, A, B):
    """Decimation for g = (z - H00 - A g B)^-1."""
    surf, bulk = H00.copy(), H00.copy()
    one = np.eye(2)
    for _ in range(80):
        g = np.linalg.inv(z * one - bulk)
        AgB, BgA = A @ g @ B, B @ g @ A
        surf = surf + AgB
        bulk = bulk + AgB + BgA
        A, B = A @ g @ A, B @ g @ B
        if np.abs(A).max() + np.abs(B).max() < 1e-14:
            break
    return np.linalg.inv(z * one - surf)


def transmission(E, e0, t1, t2, eta=1e-6):
    H00, H01 = layer_blocks(e0, t1, t2)
    H10 = H01.conj().T
    z = E + 1j * eta
    SR = H01 @ surface_green(z, H00, H01, H10) @ H10
    SL = H10 @ surface_green(z, H00, H10, H01) @ H01
    G = np.linalg.inv(z * np.eye(2) - H00 - SL - SR)
    GL, GR = 1j * (SL - SL.conj().T), 1j * (SR - SR.conj().T)
    return np.trace(GL @ G @ GR @ G.conj().T).real


def crossings(E, pars, theta=np.linspace(-np.pi, np.pi, 20000, endpoint=False)):
    """Right-movers counted directly as upward crossings of the band."""
    above = band(theta, *pars) > E
    return int(np.sum(~above & np.roll(above, -1)))


def bisect_edge(lo, hi, pars):
    n_lo = crossings(lo, pars)
    for _ in range(40):
        mid = (lo + hi) / 2
        if crossings(mid, pars) == n_lo:
            lo = mid
        else:
            hi = mid
    return (lo + hi) / 2


def show(z):
    return f"{z.real:+.4f}{z.imag:+.4f}i"


# Symbolic test: determinant of the doubled layer factorizes.
l, E_, e_, a_, b_ = sp.symbols("l E e a b")
M = sp.Matrix([[e_ - E_ + b_ * (l**2 + l**-2), a_ + a_ / l**2],
               [a_ + a_ * l**2, e_ - E_ + b_ * (l**2 + l**-2)]])
P = e_ - E_ + a_ * (l + 1 / l) + b_ * (l**2 + l**-2)
assert sp.expand(M.det() - P * P.subs(l, -l)) == 0

# Roots, layer factors, sign recovery and number of right-going roots.
systems = [(0.0, -1.0, 0.6), (0.3, 0.8, -0.5), (0.0, -1.0, 0.2)]
for pars in systems:
    for E in (-3.13, -1.83, -1.41, -0.57, 0.52, 1.37, 2.71, 3.57):
        lam = closed_roots(E, *pars)
        assert set_distance(lam, quartic_roots(E, *pars)) < 1e-8
        factors, ratios, _ = layer_modes(E, *pars)
        assert set_distance(factors, lam**2) < 1e-7
        assert set_distance(ratios, lam) < 1e-7
        damped = quartic_roots(E + 1e-6j, *pars)
        assert np.sum(np.abs(damped) < 1) == 2

# Channel number against Landauer transmission and direct band counting.
worst = 0.0
for pars in systems + [(0.0, 0.0, 0.6)]:
    for E in list(np.linspace(-4, 4, 41) + 0.013) + [-1.625]:
        if min(abs(E - edge) for edge in edges(*pars)) < 0.02:
            continue
        n = channels_predicted(E, *pars)
        assert crossings(E, pars) == n
        worst = max(worst, abs(transmission(E, *pars) - n))
assert worst < 1e-3  # finite imaginary part of the energy

# Worked example.
pars = (0.0, -1.0, 0.6)
e0, t1, t2 = pars
a = 3.0e-8
Ev, Ei, Eo = edges(*pars)
width = (4 * abs(t2) - abs(t1))**2 / (4 * abs(t2))
Ev_num = bisect_edge(-1.8, -1.4, pars)
Ei_num = bisect_edge(-1.4, 0.5, pars)
assert abs(Ev_num - Ev) < 1e-6 and abs(Ei_num - Ei) < 1e-6
assert abs(Ei_num - Ev_num - width) < 2e-6
print(f"e0 = {e0:.1f} eV, t1 = {t1:.1f} eV, t2 = {t2:.1f} eV, a = {a:.1e} cm")
print(f"window: E_v = {Ev:.4f} eV, E_i = {Ei:.4f} eV, width = {width:.4f} eV")
print(f"window edges by band counting: {Ev_num:.4f} eV, {Ei_num:.4f} eV")
print(f"outer band edge E_o = {Eo:.4f} eV")

for E in (-1.8, -1.4, 0.5, 3.5):
    D, xs = x_values(E, *pars)
    print(f"E = {E:.1f} eV: D = {D:.4f} eV^2, x+ = {show(xs[0])}, x- = {show(xs[1])}")
    for lam in closed_roots(E, *pars):
        print(f"  lambda = {show(lam)}, |lambda| = {abs(lam):.4f}")
    print(f"  transmission = {transmission(E, *pars):.4f}")

E = -1.4
D, xs = x_values(E, *pars)
lams = closed_roots(E, *pars)
H00, H01 = layer_blocks(*pars)
factors, ratios, vecs = layer_modes(E, *pars)
damped = quartic_roots(E + 1e-6j, *pars)
right_theta = []
print(f"modes at E = {E:.1f} eV (layer factor, site ratio, k a/pi, velocity):")
for j in range(4):
    theta = np.angle(ratios[j])
    v = a / HBAR * slope(theta, *pars)
    x = 2 * np.cos(theta)
    assert abs(abs(v) / (a / HBAR * np.sqrt(D * (4 - x * x))) - 1) < 1e-6
    v_formula = -2 * a / HBAR * np.sin(theta) * (t1 + 4 * t2 * np.cos(theta))
    assert abs(v_formula / v - 1) < 1e-6
    phi = vecs[:, j]
    C = 1j * (factors[j] * H01 - (factors[j] * H01).conj().T)
    v_layer = 2 * a / HBAR * (phi.conj() @ C @ phi / (phi.conj() @ phi)).real
    assert abs(v_layer / v - 1) < 1e-6
    nearest = damped[np.argmin(np.abs(damped - ratios[j]))]
    assert (abs(nearest) < 1) == (v > 0)
    if v > 0:
        right_theta.append(theta)
    print(f"  {show(factors[j])}, {show(ratios[j])}, {theta/np.pi:+.4f}, {v:+.3e} cm/s")
assert len(right_theta) == 2 and right_theta[0] * right_theta[1] < 0

# Wrong sign of the square root of a layer factor: a different energy.
for x, lam, name in zip(xs.real, lams[::2], ("x+", "x-")):
    wrong = band(np.angle(-lam), *pars)
    assert abs(wrong - (E - 2 * t1 * x)) < 1e-10
    print(f"band energy at -lambda for {name}: {wrong:.4f} eV")

# Folding energy: layer equation vanishes at factor -1.
Ef = e0 - 2 * t2
assert np.abs(H00 - Ef * np.eye(2) - H01 - H01.conj().T).max() < 1e-12
C = -1j * (H01 - H01.conj().T)
values, vectors = np.linalg.eigh(C)
for w, vec in zip(values, vectors.T):
    lam = vec[1] / vec[0]
    assert abs(lam**2 + 1) < 1e-10
    assert abs(2 * w - slope(np.angle(lam), *pars)) < 1e-7
    print(f"folding energy {Ef:.1f} eV: lambda = {show(lam)}, v = {2*a*w/HBAR:+.3e} cm/s")
print(f"transmission at folding energy = {transmission(Ef, *pars):.4f}")
print(f"largest |transmission - channel number| = {worst:.1e}")
print("OK")
```

Running it gives:

```
e0 = 0.0 eV, t1 = -1.0 eV, t2 = 0.6 eV, a = 3.0e-08 cm
window: E_v = -1.6167 eV, E_i = -0.8000 eV, width = 0.8167 eV
window edges by band counting: -1.6167 eV, -0.8000 eV
outer band edge E_o = 3.2000 eV
E = -1.8 eV: D = -0.4400 eV^2, x+ = +0.8333+0.5528i, x- = +0.8333-0.5528i
  lambda = +0.5369+1.2341i, |lambda| = 1.3458
  lambda = +0.2964-0.6813i, |lambda| = 0.7430
  lambda = +0.5369-1.2341i, |lambda| = 1.3458
  lambda = +0.2964+0.6813i, |lambda| = 0.7430
  transmission = 0.0000
E = -1.4 eV: D = 0.5200 eV^2, x+ = +1.4343+0.0000i, x- = +0.2324+0.0000i
  lambda = +0.7171+0.6969i, |lambda| = 1.0000
  lambda = +0.7171-0.6969i, |lambda| = 1.0000
  lambda = +0.1162+0.9932i, |lambda| = 1.0000
  lambda = +0.1162-0.9932i, |lambda| = 1.0000
  transmission = 2.0000
E = 0.5 eV: D = 5.0800 eV^2, x+ = +2.7116+0.0000i, x- = -1.0449+0.0000i
  lambda = +2.2713+0.0000i, |lambda| = 2.2713
  lambda = +0.4403+0.0000i, |lambda| = 0.4403
  lambda = -0.5225-0.8527i, |lambda| = 1.0000
  lambda = -0.5225+0.8527i, |lambda| = 1.0000
  transmission = 1.0000
E = 3.5 eV: D = 12.2800 eV^2, x+ = +3.7536+0.0000i, x- = -2.0869+0.0000i
  lambda = +3.4650+0.0000i, |lambda| = 3.4650
  lambda = +0.2886+0.0000i, |lambda| = 0.2886
  lambda = -0.7455+0.0000i, |lambda| = 0.7455
  lambda = -1.3414+0.0000i, |lambda| = 1.3414
  transmission = 0.0000
modes at E = -1.4 eV (layer factor, site ratio, k a/pi, velocity):
  +0.0285+0.9996i, +0.7171+0.6969i, +0.2455, -4.581e+07 cm/s
  +0.0285-0.9996i, +0.7171-0.6969i, -0.2455, +4.581e+07 cm/s
  -0.9730+0.2308i, +0.1162+0.9932i, +0.4629, +6.529e+07 cm/s
  -0.9730-0.2308i, +0.1162-0.9932i, -0.4629, -6.529e+07 cm/s
band energy at -lambda for x+: 1.4685 eV
band energy at -lambda for x-: -0.9352 eV
folding energy -1.2 eV: lambda = -0.0000-1.0000i, v = -9.116e+07 cm/s
folding energy -1.2 eV: lambda = -0.0000+1.0000i, v = +9.116e+07 cm/s
transmission at folding energy = 2.0000
largest |transmission - channel number| = 1.7e-05
OK
```
